# Quadratic Inverse-Square Capacitance of a Schottky Junction on a Nonlinear Dielectric, part 1

(Sections cited here and not found follow in the second part.)

## The capacitance law and its curvature

When a capacitance–voltage sweep of a Schottky junction on a strongly polarizable oxide is to be turned into material parameters, one must decide how to read the bend in the plot of \(1/C^2\) against voltage. The bend can be put down to a donor density that varies with depth, or to a permittivity that falls with field. The choice decides whether the local slope may be converted into a donor density with the zero-field permittivity, or whether the plot must first be fitted with a quadratic. For one simple form of the field dependence, and with uniform doping, the quadratic is the whole answer within the depletion approximation, and its curvature contains no donor density at all. The curvature then measures the dielectric, and the donor density has to be sought in the linear term.

Consider a planar junction between a metal and an n-type crystal. The donors are fully ionized and have the uniform density \(N\). Next to the metal the crystal is empty of electrons over a width \(W\); beyond that width it is neutral. The boundary between the two regions, the depletion edge, is taken as sharp. Let \(s\) be the distance from this edge, counted towards the metal, so that the metal surface lies at \(s=W\). The donor charge is positive and the metal carries the compensating negative charge, so the electric field points towards the metal, along increasing \(s\). Its magnitude is \(E\), and the magnitude of the displacement is \(D\). Both vanish at the edge.

The electrostatic potential falls in the direction of the field. The band bending, expressed as a voltage, is the total fall from the edge to the metal,

\[
V=\int_0^W E\,ds ,
\tag{1}
\]

and is positive. It is the sum of the bending present at zero bias and the applied reverse voltage. The capacitance per unit area is the differential one, \(C=dQ/dV\), where \(Q\) is the donor charge per area that has been uncovered.

The dielectric is described by its differential permittivity

\[
\varepsilon(E)=\frac{dD}{dE}=\frac{B}{\sqrt{a+E^2}},\qquad B=\varepsilon_0 b .
\tag{2}
\]

Here \(\sqrt a\) and \(b\) are fields, and \(B\) is a charge per area. Both \(a\) and \(b\) are assumed not to depend on \(N\). At zero field \(\varepsilon(0)=B/\sqrt a\), so the relative permittivity there is \(b/\sqrt a\). The field \(\sqrt a\) marks where the response begins to weaken: at \(E=\sqrt a\) the permittivity has dropped by the factor \(\sqrt2\). It matters that (2) gives the derivative \(dD/dE\) and not the ratio \(D/E\). The two agree at zero field and differ elsewhere, and the second half shows what the other reading would do.

The displacement follows by integrating (2) from zero field. With the substitution \(E'=\sqrt a\,\sinh t\) one has \(dE'=\sqrt a\cosh t\,dt\) and \(\sqrt{a+E'^2}=\sqrt a\cosh t\), so the integrand reduces to \(dt\):

\[
D=B\int_0^E\frac{dE'}{\sqrt{a+E'^2}}=B\,\operatorname{arsinh}\frac{E}{\sqrt a},
\qquad
E=\sqrt a\,\sinh\frac DB .
\tag{3}
\]

The displacement therefore grows in proportion to the field at first and logarithmically later. Read the other way, the field needed to hold a given displacement grows exponentially once \(D\) exceeds \(B\).

Gauss's law in the depleted region is \(dD/ds=qN\), where \(q\) is the elementary charge. Since \(D=0\) at the edge,

\[
D(s)=qNs,\qquad Q=D(W)=qNW .
\tag{4}
\]

The displacement is linear in position whatever the dielectric does, because Gauss's law for the free charge does not contain the permittivity. All the nonlinearity sits in the step from \(D\) to \(E\).

Equation (4) allows the position in (1) to be replaced by the displacement, with \(ds=dD/(qN)\). Inserting (3) gives

\[
V=\frac1{qN}\int_0^{Q}\sqrt a\,\sinh\frac DB\,dD
=\frac{B\sqrt a}{qN}\left(\cosh\frac{Q}{B}-1\right).
\]

The factor \(B\) comes from integrating the hyperbolic sine of \(D/B\), and the \(-1\) from the lower limit. The prefactor is a voltage, which will be called

\[
V_0=\frac{B\sqrt a}{qN},
\qquad\text{so that}\qquad
\cosh\frac QB=1+\frac{V}{V_0}.
\tag{5}
\]

For the capacitance, differentiate \(V=(qN)^{-1}\int_0^Q E\,dD\) with respect to its upper limit. The result is the integrand at the metal surface, where the field is \(E_s\):

\[
\frac1C=\frac{dV}{dQ}=\frac{E_s}{qN},\qquad E_s=\sqrt a\,\sinh\frac QB .
\tag{6}
\]

There is a second way to see this. From (2) and (4), \(dE=dD/\varepsilon=qN\,ds/\varepsilon\). Integrating from the edge to the surface gives \(E_s/(qN)=\int_0^W ds/\varepsilon(E(s))\). Thus \(1/C\) is the sum of the inverse capacitances of thin slices, each with the differential permittivity belonging to its own field. This is what a small voltage change should meet: the added charge appears at the depletion edge and on the metal, and every slice between them sees the same small change in displacement. The capacitance is not \(\varepsilon(E_s)/W\), which would assign the weakened surface permittivity to the whole layer.

It remains to eliminate the charge. Square (6), use \(\sinh^2=\cosh^2-1\), and insert (5):

\[
\frac1{C^2}=\frac{a}{(qN)^2}\left[\left(1+\frac V{V_0}\right)^2-1\right]
=\frac{a}{(qN)^2}\left[\frac{2V}{V_0}+\frac{V^2}{V_0^2}\right].
\]

From the definition of \(V_0\), \(a/(qN)^2=V_0^2/B^2\). Therefore

\[
\boxed{\;\frac1{C^2}=\frac{2V_0V+V^2}{B^2}
=\frac{2\sqrt a}{qNB}\,V+\frac{V^2}{B^2}\;}
\tag{7}
\]

and

\[
\frac{d^2}{dV^2}\frac1{C^2}=\frac2{B^2}=\frac{2}{(\varepsilon_0 b)^2}.
\tag{8}
\]

The inverse square of the capacitance is quadratic in the band bending. The coefficient of the linear term is inversely proportional to \(N\), while the curvature does not contain \(N\).

The disappearance of the donor density has two parts, one general and one special to the law (2). Take any dielectric for which \(E\) is a smooth odd function of \(D\), with \(E\) proportional to \(D\) at small \(D\). Equations (1), (4) and (6) then say

\[
qNV=\int_0^Q E(D)\,dD,\qquad \frac{qN}{C}=E(Q).
\]

The right-hand sides depend on \(Q\) and on the material, but not separately on \(N\). Eliminating \(Q\) leaves \((qN)^2/C^2=\Phi(qNV)\), with one function \(\Phi\) for the material. If \(\Phi(z)=c_1z+c_2z^2+c_3z^3+\dots\), division by \((qN)^2\) gives

\[
\frac1{C^2}=\frac{c_1}{qN}V+c_2V^2+c_3\,qN\,V^3+\dots
\tag{9}
\]

The quadratic coefficient is thus free of the donor density for every such dielectric. At small bending the curvature is a property of the material in all these cases. What the law (2) adds is that the series stops at the second term, so that the statement holds at every bending and not just near zero.

One can ask which laws share this property. Write \(E'(D)\) for the derivative, which is \(1/\varepsilon\). From (6), \(1/C^2=E^2/(qN)^2\) at the surface, and \(dD/dV=qN/E\). Hence

\[
\frac{d}{dV}\frac1{C^2}=\frac{2EE'}{(qN)^2}\,\frac{qN}{E}=\frac{2E'}{qN}=\frac{2}{qN\varepsilon(E_s)} .
\tag{10}
\]

A second differentiation, with the same factor \(dD/dV\), gives

\[
\frac{d^2}{dV^2}\frac1{C^2}=\frac{2E''}{qN}\,\frac{qN}{E}=\frac{2E''(D)}{E(D)} .
\tag{11}
\]

If this is to be a constant \(2c\) from zero bending upwards, the field must obey \(E''=cE\) with \(E(0)=0\). For \(c=0\) the solution is linear, which is a constant permittivity. For \(c<0\) it is a sine, and \(\varepsilon=1/E'\) then rises with field. For \(c>0\) it is \(E=A\sinh(\sqrt c\,D)\), with derivative \(\sqrt c\,\sqrt{A^2+E^2}\). Its inverse is the permittivity (2) with \(a=A^2\) and \(B=1/\sqrt c\). Among dielectrics whose permittivity falls with field, a constant curvature in a uniformly doped junction therefore implies the law (2), under the same assumptions as before.

The voltage \(V_0\) separates two regimes. For \(V\ll V_0\) the linear term dominates, and with \(\varepsilon(0)=B/\sqrt a\) it becomes \(2V/[qN\varepsilon(0)]\), the straight line of a junction with constant permittivity. For \(V\gg V_0\) the quadratic term dominates and \(C\) tends to \(B/V\). The donor density has then left the leading term of the capacitance altogether. This can be traced in (3): at large displacement the field is \(E\simeq\tfrac12\sqrt a\,e^{D/B}\), so that both \(V\) and \(1/C\) are dominated by a slice near the metal in which \(D\) changes by about \(B\). The thickness of that slice is \(B/(qN)\), and the total voltage is close to the surface field times this thickness, \(E_sB/(qN)=B/C\); the slice itself carries the fraction \(1-1/e\), or 63 %, of it. Since \(V_0\) is inversely proportional to \(N\), heavier doping lowers the voltage at which the quadratic term becomes important. The limit \(V\gg V_0\) itself may be out of reach. By (5) and (6) the surface field is \(\sqrt a\,\sqrt{(1+V/V_0)^2-1}\), so a given field belongs to the same \(V/V_0\) at every doping. For \(\sqrt a=0.50\) MV/cm and a rough breakdown field of 2 MV/cm, the values used below, breakdown comes at \(V=(\sqrt{17}-1)V_0\approx3.1\,V_0\). There the quadratic term makes up 61 % of \(1/C^2\), and the capacitance still depends on the donor density.

For numbers, take rough values for a high-work-function metal on niobium-doped strontium titanate at 300 K: a zero-field relative permittivity of 300 and \(\sqrt a=0.50\) MV/cm. Then \(b=300\times0.50=150\) MV/cm and \(B=\varepsilon_0b=13.3\ \mu\mathrm{C/cm^2}\). Because a microcoulomb per volt is a microfarad, the quadratic coefficient is

\[
\frac1{B^2}=\frac1{(13.28)^2}=0.00567\ \frac{\mathrm{cm^4}}{\mu\mathrm F^2\,\mathrm V^2},
\]

and the curvature is twice this, 0.0113 in the same unit. For \(N=3\times10^{19}\ \mathrm{cm^{-3}}\), the voltage scale in SI units is

\[
V_0=\frac{0.1328\times5.0\times10^7}{1.602\times10^{-19}\times3\times10^{25}}\ \mathrm V=1.38\ \mathrm V .
\]

It is 4.14 V at \(1\times10^{19}\) and 13.8 V at \(3\times10^{18}\ \mathrm{cm^{-3}}\).

Let the bending be 1.2 V at zero bias, and 2.5 V after a reverse voltage of 1.3 V. At the highest doping, (7) gives at the first of these

\[
\frac1{C^2}=0.00567\,(2\times1.38\times1.2+1.2^2)=0.0270\ \frac{\mathrm{cm^4}}{\mu\mathrm F^2},
\]

so \(C=6.09\ \mu\mathrm{F/cm^2}\). At 2.5 V the same arithmetic gives 0.0746 and \(C=3.66\ \mu\mathrm{F/cm^2}\). The surface field, from (6), is 0.79 MV/cm in the first case and 1.31 MV/cm in the second. The width follows from (5) as \(W=(B/qN)\operatorname{arcosh}(1+V/V_0)\) and is 34 nm and 47 nm.

A constant permittivity of 300 would give 7.29 and 5.05 \(\mu\mathrm{F/cm^2}\), which is too large by 20 % and 38 % relative to the values above. The ratio of the two capacitances is \(\sqrt{1+V/(2V_0)}\), as one sees by taking \(2V_0V\) out of (7). At \(3\times10^{18}\ \mathrm{cm^{-3}}\), where \(V_0\) is ten times larger, the excess at 2.5 V is about 4 %. The nonlinear layer is also the thinner one: at the highest doping and 2.5 V a layer of constant permittivity, with its own capacitance \(C=5.05\ \mu\mathrm{F/cm^2}\), has \(W=\varepsilon(0)/C=53\) nm instead of 47 nm. The capacitance of the nonlinear layer is nevertheless smaller, because what counts is the harmonic mean of the permittivity over the layer, and this is 36 % below the zero-field value, while the width is only 11 % smaller.

Within the depletion approximation, uniform doping and the law (2) make \(1/C^2\) exactly quadratic in the band bending, with a curvature \(2/B^2\) that does not contain the donor density. It remains to extract the parameters from a measured sweep and to see how graded doping, mobile electrons, an interfacial layer, other dielectric laws, temperature and leakage bear on the result.

Numerical values quoted here were computed with a short program.
